# Eliminating Floating Dummy Fill from the Maxwell Capacitance Matrix

## Result

Let a set of signal lines $s$ and a set of dummy-fill conductors $f$ lie in a dielectric above a common ground. Their charges and potentials obey $Q=CV$, where $C$ is the Maxwell capacitance matrix. If every fill is floating and uncharged, the lines obey $Q_s=C_{\rm red}V_s$ with

$$C_{\rm red}=C_{ss}-C_{sf}\,C_{ff}^{-1}\,C_{fs}. \tag{1}$$

Write $M_{ij}=-C_{ij}$ for the mutual capacitance of two different conductors. For every pair of lines,

$$M^{\rm red}_{ij}=M_{ij}+\sum_{a,b\in f}M_{ia}\,(C_{ff}^{-1})_{ab}\,M_{bj}\;\ge\;M_{ij}. \tag{2}$$

The meaning of (2) depends on what $M_{ij}$ on the right stands for. An entry of $C_{ss}$ is the charge on line $i$ when line $j$ is at unit potential and all other conductors, fills included, are at zero. Inequality (2) therefore compares floating fill with the same fill held at ground. It doesn't compare a layout with fill to a layout without it. In that second comparison a weaker statement holds, derived below, and a single mutual capacitance can fall.

## Conventions and properties of the matrix

The dielectric is linear and isotropic, with permittivity $\varepsilon(\mathbf r)>0$ that may vary in space. Fields are electrostatic. Potentials are measured from ground, and the outer boundary is either grounded or insulating (no normal displacement). Each fill is linked through dielectric, possibly by way of other fills, to a line or to ground.

Let $\phi_j$ be the potential when conductor $j$ is at 1 and all others, with ground, are at 0. By linearity, $C_{ij}$ is the charge on $i$ in the field $\phi_j$. Since $\nabla\cdot(\varepsilon\nabla\phi_j)=0$ in the dielectric, the divergence theorem gives

$$\int\varepsilon\,\nabla\phi_i\cdot\nabla\phi_j\,d^3r=\oint\phi_i\,\varepsilon\nabla\phi_j\cdot d\mathbf S .$$

Here $d\mathbf S$ points out of the dielectric, hence into the conductors. The factor $\phi_i$ is 1 on conductor $i$ and 0 on the others. On conductor $i$, $\varepsilon\nabla\phi_j\cdot d\mathbf S$ is the displacement $-\varepsilon\nabla\phi_j$ taken along the normal that leaves the metal, which is the surface charge. Therefore

$$C_{ij}=\int\varepsilon\,\nabla\phi_i\cdot\nabla\phi_j\,d^3r . \tag{3}$$

Three properties follow.

**Symmetry and energy.** Equation (3) is symmetric in $i$ and $j$. With $\phi=\sum_jV_j\phi_j$,

$$V^{T}CV=\int\varepsilon|\nabla\phi|^2d^3r\ge0, \tag{4}$$

which is twice the field energy.

**The fill block is positive definite.** Set $V_s=0$ in (4), so that $V^TCV=V_f^TC_{ff}V_f$. This vanishes only if $\phi$ is constant in each dielectric region. Conductors that touch the same region then share one potential, and since each fill is linked to a line or to ground, that potential is zero. Hence $V_f=0$, and $C_{ff}^{-1}$ exists.

**Signs.** By the maximum principle $0\le\phi_j\le1$. On a conductor $i\ne j$ the potential has its minimum value, 0, so it cannot fall on leaving the surface. The displacement points inward and the charge is not positive:

$$C_{ij}\le0,\qquad M_{ij}\ge0\qquad(i\neq j). \tag{5}$$

If all conductors are at 1 and ground is at 0, each conductor is at the maximum and its charge is not negative. The row sums

$$g_i=\sum_jC_{ij}\ge0 \tag{6}$$

are the capacitances to ground.

## Elimination of the fill

Split the charge equations into lines and fills:

$$Q_s=C_{ss}V_s+C_{sf}V_f,\qquad Q_f=C_{fs}V_s+C_{ff}V_f. \tag{7}$$

The second equation gives

$$V_f=C_{ff}^{-1}\left(Q_f-C_{fs}V_s\right), \tag{8}$$

and insertion in the first gives

$$Q_s=\left(C_{ss}-C_{sf}C_{ff}^{-1}C_{fs}\right)V_s+C_{sf}C_{ff}^{-1}Q_f . \tag{9}$$

For $Q_f=0$ this is (1), the Schur complement of $C_{ff}$ in $C$. A fixed charge trapped on the fill adds a constant to the line charges and leaves $\partial Q_s/\partial V_s=C_{\rm red}$ unchanged. The requirement for (1) as an incremental capacitance is thus that the fill charge stays constant during the signal.

Two other routes lead to the same matrix. If $C$ is invertible, write $V=PQ$ with $P=C^{-1}$. Uncharged fills drop out of the first block row, $V_s=P_{ss}Q_s$, so $C_{\rm red}=(P_{ss})^{-1}$. The fills may also be removed one after another, because each removal imposes one of the conditions $Q_a=0$ and the order in which linear conditions are imposed does not alter their solution.

## Why the mutual terms cannot decrease

The off-diagonal part of (1) reads

$$C^{\rm red}_{ij}=C_{ij}-\sum_{ab}C_{ia}(C_{ff}^{-1})_{ab}C_{bj}.$$

Put $C_{ij}=-M_{ij}$, $C_{ia}=-M_{ia}$ and $C_{bj}=-M_{bj}$. The two minus signs in the product cancel, and a change of overall sign gives the equality in (2). The inequality follows if no entry of $C_{ff}^{-1}$ is negative.

To show this, let $C_{ff}x=y$ with all $y_a\ge0$, and write $x=x^+-x^-$, where $x^+_a=\max(x_a,0)$ and $x^-_a=\max(-x_a,0)$. Multiply from the left by $(x^-)^T$:

$$0\le (x^-)^Ty=(x^-)^TC_{ff}\,x^+-(x^-)^TC_{ff}\,x^- . \tag{10}$$

In the first term on the right the diagonal entries of $C_{ff}$ do not contribute, since $x^-_ax^+_a=0$ for each $a$. The remaining entries are not positive by (5), so this term is $\le0$. Hence $0\le-(x^-)^TC_{ff}x^-$, and positive definiteness forces $x^-=0$. Thus $y\ge0$ implies $x\ge0$. Taking for $y$ each unit vector in turn shows that every column of $C_{ff}^{-1}$ is non-negative, which proves (2).

In physical terms, a positive charge placed on one fill, with the lines grounded, cannot make the potential of any fill negative. A positive step on line $j$ raises the floating fills, and the raised fills draw additional negative charge onto line $i$.

**When the increase is strict.** Call two fills connected if a chain of non-zero mutual capacitances between fills joins them. Ordering the fills by connected groups makes $C_{ff}$, and so its inverse, block diagonal. Within a group every entry of the inverse is positive. To see this, let $x\ge0$ be column $b$ of the inverse and suppose $x_a=0$. Row $a$ of $C_{ff}x=e_b$ becomes

$$-\sum_{c\ne a}M_{ac}x_c=\delta_{ab}.$$

The left side is $\le0$, so $a=b$ is impossible, and for $a\neq b$ every neighbour $c$ of $a$ must have $x_c=0$. Repeating the argument along the chain reaches $b$ and gives $x_b=0$, which was just excluded. Therefore $M^{\rm red}_{ij}>M_{ij}$ if and only if a path of non-zero mutual capacitances leads from $i$ to $j$ through one or more fills and no other conductor.

Both statements were tested on 300 random networks of three lines and four fills, 900 line pairs in all. The mutual capacitance rose for each of the 536 pairs with such a path and stayed the same, to rounding, for each of the 364 pairs without one.

**Self terms and ground.** The diagonal of (1) moves the other way. With $c_i$ the column of the couplings $C_{ai}$,

$$C^{\rm red}_{ii}=C_{ii}-c_i^TC_{ff}^{-1}c_i\le C_{ii}, \tag{11}$$

because $C_{ff}^{-1}$ is positive definite. A fill that may follow the line's potential loads the line less than a grounded one.

**One fill.** For two lines and one fill, (2) becomes

$$M^{\rm red}_{12}=M_{12}+\frac{M_{1f}M_{2f}}{g_f+M_{1f}+M_{2f}}, \tag{12}$$

since $C_{ff}=g_f+M_{1f}+M_{2f}$ by (6). If $g_f=0$, the added term is the series combination of $M_{1f}$ and $M_{2f}$. If $g_f\to\infty$ with the other elements fixed, the added term vanishes and the fill acts as a grounded shield.

## Comparison with the fill removed

Let $C_{\rm none}$ be the matrix of the lines when the fill volume is replaced by dielectric and everything else is unchanged. Two bounds can be obtained.

First, grounded fill cannot raise a mutual capacitance above its value without fill. With line $j$ at 1 and the rest at 0, the potential without fill is non-negative where the fill would be. Subtract from it the potential with grounded fill. The difference is $\ge0$ on the fill surface and zero on the lines and ground, so it is $\ge0$ throughout the dielectric. Both potentials vanish on line $i$, and the larger one rises faster from that surface and induces the larger negative charge there. Hence

$$M^{\rm gnd}_{ij}\le M^{\rm none}_{ij},\qquad M^{\rm gnd}_{ij}\le M^{\rm red}_{ij}. \tag{13}$$

These inequalities do not order the two right-hand sides. Inserting floating metal removes some direct coupling by screening and adds some by transfer through the fill.

Second, the energies are ordered. For fixed line potentials $V_s$, let $\phi_0$ be the potential without fill. Any other function with the same values on lines and ground is $\phi_0+\eta$, with $\eta=0$ there, and

$$\int\varepsilon|\nabla(\phi_0+\eta)|^2=\int\varepsilon|\nabla\phi_0|^2+\int\varepsilon|\nabla\eta|^2 . \tag{14}$$

The cross term $2\int\varepsilon\nabla\phi_0\cdot\nabla\eta$ vanishes by the divergence theorem, so $\phi_0$ has the least energy. The potential with floating fill, continued as a constant through each fill, is one of the functions compared. Its gradient is zero inside the fill, so its integral is twice the field energy of the layout with fill. As $Q_f=0$, this equals $V_s^TQ_s=V_s^TC_{\rm red}V_s$. Therefore

$$V_s^TC_{\rm none}V_s\le V_s^TC_{\rm red}V_s\qquad\text{for every }V_s. \tag{15}$$

For two lines the quadratic form is

$$V_s^TCV_s=g_1V_1^2+g_2V_2^2+M(V_1-V_2)^2, \tag{16}$$

where $g_1,g_2$ are the row sums of the $2\times2$ matrix. Floating fill can raise $g_1$ and $g_2$ while $M$ falls, without violating (15). If there is no ground and the outer boundary is insulating, then $g_1=g_2=0$, and (15) becomes $M^{\rm none}\le M^{\rm red}$. In that case the mutual capacitance cannot decrease even against the layout without fill.

## Worked example

Two lines, A and B, are 100 nm wide, 200 nm thick and 700 nm apart. Between them stand two fills, F1 and F2, each 200 nm wide and 200 nm thick, so that the three gaps are 100 nm each. Ground planes lie 200 nm below and above the metal, and grounded side walls stand 300 nm outside the lines. The dielectric has $k=2.7$. The cross-section is uniform along the lines, so capacitances are per unit length.

A finite-volume solution on a 6.25 nm grid gives, in aF/µm, $C_{AA}=139.81$, $C_{F1F1}=195.11$, $M_{A,F1}=62.126$, $M_{F1,F2}=62.531$, $M_{A,F2}=0.1495$ and $M_{AB}=0.0015$. The other entries follow from the left-right symmetry. The determinant of the fill block is $195.11^2-62.531^2=3.416\times10^4$, so

$$C_{ff}^{-1}=\begin{pmatrix}0.005712&0.001831\\0.001831&0.005712\end{pmatrix}\ \text{µm/aF}.$$

With A at 1 V and B at 0 V, (8) gives

$$V_{F1}=0.005712\times62.126+0.001831\times0.1495=0.355\ \text{V},$$

and likewise $V_{F2}=0.115$ V. The sum in (2) has four terms. The path A–F1–F2–B contributes $62.126\times0.001831\times62.126\approx7.07$ aF/µm, the paths A–F1–B and A–F2–B contribute 0.053 each, and A–F2–F1–B is negligible. Thus

$$M^{\rm red}_{AB}=0.0015+7.066+2\times0.053=7.17\ \text{aF/µm}.$$

As a test of (1), the field was solved again with each fill treated as a free block of relative permittivity $10^7$, with no potential imposed on it. This gave $C_{AA}=117.729$ and $M_{AB}=7.1733$ aF/µm, equal to the Schur result in all these digits.

With the lines and surroundings held fixed, the three states of the fill compare as follows.

| Fill | $M_{AB}$ (aF/µm) | $C_{AA}$ (aF/µm) | Noise on B (mV) |
|---|---|---|---|
| grounded | 0.0015 | 139.8 | 0.011 |
| floating | 7.17 | 117.7 | 60.9 |
| removed | 1.87 | 106.6 | 17.6 |

The noise is the potential of B when B is uncharged and undriven and A steps by 1 V. From $Q_B=0$ it is $M_{AB}/C_{BB}$, for instance $7.173/117.73=0.0609$. Here floating fill raises the mutual capacitance by a factor of 3.8 over the layout without fill (in the fine-grid limit the factor is 3.85 and the noise with floating fill is 61.2 mV). The dominant path term shows how: each gap is short, and the two fills pass the signal on in steps.

The energy bound (15) can be read from the table. The matrix $C_{\rm red}-C_{\rm none}$ has diagonal entries $117.73-106.55=11.18$ and off-diagonal entries $-7.17+1.87=-5.30$. Its eigenvalues, $11.18\mp5.30$, are 5.9 and 16.5 aF/µm, both positive.

## A layout in which floating metal lowers the coupling

Let two ground planes be 1000 nm apart, with two lines of the same cross-section at mid-height, 400 nm from each other. Grounded walls again stand 300 nm outside the lines, and $k=2.7$. Between the lines place a floating column 200 nm wide and 980 nm tall, which leaves gaps of 10 nm to the planes. The mutual capacitance on a 10 nm grid is 15.6 aF/µm without the column and 6.1 aF/µm with it. Refining the grid changes the capacitances of this layout by less than 1 %.

The reason is the large $g_f$ in (12). With $\varepsilon_0k=23.9$ aF/µm, the two narrow gaps alone, taken as parallel plates, contribute $2\times23.9\times200/10\approx960$ aF/µm. The column is thus held near ground and screens more than it transfers. If it is grounded outright, the coupling becomes negligible, in accord with (13).

The self term meanwhile rises from 88.4 to 129.8 aF/µm. The difference matrix has diagonal $+41.3$, off-diagonal $-6.1+15.6=+9.5$ and eigenvalues 31.8 and 50.8 aF/µm, so (15) holds although $M$ has fallen. When planes and walls are replaced by dielectric with an insulating outer boundary, the same column raises the mutual capacitance from 35.9 to 55.8 aF/µm, as the case without ground requires. The fall in this layout depends on the narrow gaps, which are far smaller than the usual spacing between wiring levels. In this layout the fall has disappeared once the gaps are 50 nm wide, and with gaps of 100 nm the floating column raises the mutual capacitance to about 21 aF/µm.

## The model beside a real interconnect

The line dimensions and $k=2.7$ are roughly those of copper wiring at an intermediate level in a carbon-doped oxide. One assumption that affects the result is that of continuous fill strips, since real fill consists of islands. A three-dimensional solution with islands 200 nm long and 100 nm apart along the lines gives 6.05 aF/µm, against 6.88 for strips on the same 25 nm grid, a reduction of 12 %. With only four cells across each gap this figure is not converged, and it should be read only as a reduction of roughly one tenth. A cap layer 25 nm thick with $k=5$, a rough value for an etch stop, placed directly on the metal raises the strip result by 11 %. The grid matters less: the mutual capacitance is 6.88, 7.09 and 7.17 aF/µm for steps of 25, 12.5 and 6.25 nm. If the differences keep shrinking at the same rate, about 1 % remains to be added. The coupling of this idealised strip layout is therefore about 7.2 aF/µm, and the two structural corrections are each near one tenth of it. The self terms in the table of the worked example, and the coupling without fill, lie within about 0.5 % of their fine-grid limits.

The fill must keep its charge during a signal. For an assumed dielectric resistivity of $10^{12}$ Ω m, the leakage time $\varepsilon_0k\rho$ is 24 s, far longer than a clock period. A trapped positive charge of 10 elementary charges per µm on F1, or 1.60 aC/µm, shifts the charge on A by $-0.57$ aC/µm through the last term of (9). That is 0.5 % of the 117.7 aC/µm that 1 V places on A, and it does not alter the capacitance.

The electrostatic treatment of the cross-section needs signals slow compared with the wave delay over 700 nm, which is 3.8 fs; an edge of 10 ps satisfies this amply. For a metal resistivity of $4\times10^{-8}$ Ω m the formula $\varepsilon_0k\rho$ gives $10^{-18}$ s. This is shorter than the scattering time of electrons in a metal, so it is not a true response time, but it shows that resistance does not keep the fill from becoming an equipotential across its section. The mean field between A and F1 at 1 V is $(1-0.355)\,\text{V}/100\,\text{nm}=0.064$ MV/cm. Breakdown of such dielectrics lies at roughly a few MV/cm, so linearity is safe here, although the field near sharp corners exceeds the mean.

For extraction, (1) applies to any layout whose fill holds its charge. Replacing floating fill by grounded fill in the calculation underestimates the mutual capacitance, or at best leaves it unchanged, and in this example it loses nearly all of it. Leaving the fill out altogether has no fixed sign of error: it underestimates the coupling in the first layout and overestimates it in the second, where the fill is bound unusually tightly to ground. The complete matrix of the worked example is in the numerical output below.

## Numbers as computed

```
dielectric constant k = 2.7, grid step = 6.25 nm
full Maxwell matrix, order A, B, F1, F2 (aF/um):
    139.80958     -0.00149    -62.12582     -0.14952
     -0.00149    139.80958     -0.14952    -62.12582
    -62.12582     -0.14952    195.11063    -62.53138
     -0.14952    -62.12582    -62.53138    195.11063
inverse fill block (um/aF): 11 0.005712, 12 0.001831, 22 0.005712
fill potentials, A = 1 V, B = 0 V: F1 0.3551 V, F2 0.1146 V
path terms of the mutual gain (aF/um):
  A-F1-B 0.05306, A-F1-F2-B 7.06562
  A-F2-F1-B 4.093e-05, A-F2-B 0.05306
reduced matrix by Schur (aF/um): AA 117.7293, AB -7.17326, BB 117.7293
direct floating-fill field solution: AA 117.7293, AB -7.17326 aF/um
mutual A-B, fill grounded: 1.486e-03 aF/um
mutual A-B, fill floating: 7.1733 aF/um
mutual A-B, fill removed:  1.8705 aF/um
ratio floating/removed: 3.835
self term AA: grounded 139.810, floating 117.729, removed 106.552 aF/um
undriven victim B, 1 V step on A (mV): grounded 0.0106, floating 60.93, removed 17.56
eigenvalues of C_red - C_none: 5.8745, 16.4800 aF/um
counterexample column, mutual (aF/um):
  grounded 7.819e-22, floating 6.106, removed 15.605
  self term: floating 129.769, removed 88.430 aF/um
  eigenvalues of the difference: 31.840, 50.838 aF/um
  no ground at all: floating 55.820, removed 35.934 aF/um
random networks, line pairs: 536 with a fill path, 364 without
neglected effects, floating mutual A-B:
  grid step 12.5 nm instead of 6.25 nm: 7.0880 aF/um (-1.19 %)
  25 nm grid: strips 6.8848, islands 200 nm long with 100 nm gaps 6.0466 aF/um (-12.2 %)
  25 nm cap layer, k = 5.0: 7.9630 aF/um (+11.0 %)
charge of 10 electrons per um on F1: 1.602 aC/um
  offset on A -0.5690, on B -0.1836 aC/um
assumed resistivity: dielectric 1e+12, metal 4e-08 ohm m
dielectric leakage time: 23.9 s
metal relaxation time: 9.56e-19 s
wave delay across 700 nm: 3.84 fs
mean field in gap A-F1 at 1 V: 0.0645 MV/cm
```
